Surface Concentration in a Resist under Constant Amine Flux

**1. Definitions and conventions**

A resist fills the half-space x > 0, with its free surface at x = 0. The amine concentration C(x,t) is the number of molecules per volume, and J(x,t) is the number crossing unit area per unit time towards larger x. The diffusivity D is constant. Lengths are in nm and times in s, so C is in nm⁻³, J in nm⁻² s⁻¹ and D in nm² s⁻¹.

The resist is clean at t = 0. From then on a constant flux F enters through the surface. F is the net flux, arrivals minus departures. The amine neither reacts nor binds, and C and J vanish at great depth. Under these assumptions the surface concentration is 2F √(t/(πD)).

**2. The equations for concentration and flux**

Fick's law states that the flux runs down the concentration gradient:

J = −D ∂C/∂x. (1)

In a thin slab from x to x + dx, the amount per area C dx changes at the rate J(x,t) − J(x+dx,t). Dividing by dx gives

∂C/∂t = −∂J/∂x. (2)

Inserting (1) in (2), with D constant,

∂C/∂t = D ∂²C/∂x². (3)

The initial and surface conditions are

C(x,0) = 0 for x > 0, J(0,t) = F for t > 0. (4)

The surface condition fixes the flux, so it is convenient to find J first. Differentiate (1) with respect to time, exchange the order of the derivatives, and use (2):

∂J/∂t = −D ∂/∂x (∂C/∂t) = D ∂²J/∂x². (5)

The flux therefore obeys the same equation as the concentration. It starts from zero inside the clean resist and has the fixed value F at the surface.

**3. Solution for the flux**

The problem is linear, so J is proportional to F. The ratio J/F is dimensionless and can depend only on x, t and D. These three form one independent dimensionless combination, which is taken as

η = x/(2√(Dt)), J = F g(η). (6)

The derivatives of η are ∂η/∂t = −η/(2t) and ∂η/∂x = 1/(2√(Dt)). Equation (5) becomes

−F g′ η/(2t) = D F g″/(4Dt).

Multiplication by 4t/F gives

g″ + 2η g′ = 0, g(0) = 1, g(∞) = 0. (7)

This is a first-order equation for g′, with solution g′ = A exp(−η²). Integrating from the surface,

g(η) = 1 + A ∫₀^η exp(−u²) du.

The integral tends to √π/2 as η → ∞, so g(∞) = 0 requires A = −2/√π. The result is the complementary error function:

J(x,t) = F erfc(η), erfc(η) = (2/√π) ∫_η^∞ exp(−u²) du. (8)

At fixed x > 0, η → ∞ as t → 0, and J → 0 as required.

**4. The surface concentration**

From (8), ∂J/∂x = F g′/(2√(Dt)) = −F exp(−η²)/√(πDt). Equation (2) then gives the local rate of accumulation:

∂C/∂t = [F/√(πDt)] exp(−x²/(4Dt)). (9)

Integrating from the clean start at a fixed depth x > 0,

C(x,t) = ∫₀^t [F/√(πDs)] exp(−x²/(4Ds)) ds. (10)

As x → 0 the exponential rises towards 1. The integrand never exceeds F/√(πDs), whose integral is finite, so the limit may be taken under the integral sign:

C(0,t) = [F/√(πD)] ∫₀^t s^(−1/2) ds = 2F √(t/(πD)). (11)

The factor 2 comes from the time integral, and √π from the normalisation of the Gaussian in (8). The initial rate is infinite because the constant flux at first enters a layer of vanishing thickness, but the accumulated concentration is finite.

**5. Profile, uptake and uniqueness**

Since C vanishes at great depth, integrating (1) from x to infinity gives C(x,t) = (1/D) ∫ₓ^∞ J dx′. With dx′ = 2√(Dt) du,

C(x,t) = 2F √(t/D) ierfc(η), ierfc(η) = ∫_η^∞ erfc(u) du. (12)

Integrate by parts, using d erfc(u)/du = −(2/√π) exp(−u²):

ierfc(η) = [u erfc(u)]_η^∞ + (2/√π) ∫_η^∞ u exp(−u²) du
= −η erfc(η) + exp(−η²)/√π.

Substituting this in (12), and using 2√(t/D) η = x/D in the second term,

C(x,t) = 2F √(t/(πD)) exp(−η²) − (Fx/D) erfc(η). (13)

At x = 0 this reproduces (11). Integrating (2) over all depths gives d/dt ∫₀^∞ C dx = J(0,t) − J(∞,t) = F, so the uptake per area is Ft.

The solution is unique once the clean start is taken to mean that ∫₀^∞ C² dx → 0 as t → 0, which (13) satisfies. The condition is needed. A finite dose placed on the surface at t = 0 spreads as t^(−1/2) exp(−x²/(4Dt)), which vanishes at each x > 0 as t → 0 and carries no surface flux afterwards, so (4) alone would allow it to be added. Let w be the difference of two solutions that meet this condition and decay at depth. It obeys (3), starts at zero and has zero gradient at the surface. Multiplying its equation by 2w and integrating by parts,

d/dt ∫₀^∞ w² dx = 2D [w ∂w/∂x]₀^∞ − 2D ∫₀^∞ (∂w/∂x)² dx ≤ 0,

because the bracket vanishes at both ends. The integral of w² starts at zero, cannot grow and cannot be negative. Hence w = 0.

The law can also be written C(0,t) = Ft/[½√(πDt)]: the uptake divided by an effective depth. The uptake grows as t and the depth as √t, which leaves √t. At fixed F, a smaller D does not change the uptake but confines it nearer the surface, which raises C(0,t).

**6. A flux that varies in time**

Later corrections need the surface response to a varying flux F(s). The part entering between s and s + ds equals a constant flux F(s) switched on at s, minus the same flux switched on at s + ds. By linearity and (11), its contribution at time t is

[2F(s)/√(πD)] [√(t−s) − √(t−s−ds)] = F(s) ds/√(πD(t−s)).

Summing the contributions,

C(0,t) = ∫₀^t F(s)/√(πD(t−s)) ds. (14)

**7. A resist bake under contaminated air**

Consider a 300 nm film of chemically amplified resist baked for 60 s at 363 K (90 °C). The air contains 1 ppb of a low-volatility amine resembling triethanolamine. Take D = 30 nm² s⁻¹ in the resist, D_a = 0.08 cm² s⁻¹ in air, and a still-air layer of thickness g = 1 cm. These are rough values. The air is taken to be at the bake temperature, as under a heated lid that admits fresh air. Under a lid at room temperature, a layer this thick would convect and bring more amine to the surface than still air does.

At 1 atm the air density is 0.02021 nm⁻³, so the amine density is c_a = 2.021×10⁻¹¹ nm⁻³. Suppose that fresh air keeps the concentration at the top of the layer at c_a, and that the resist takes up every arriving molecule. The steady gas concentration then falls linearly from c_a to zero across the layer. Fick's law in the gas gives

F = h c_a, h = D_a/g. (15)

Here h = 0.08 cm s⁻¹ = 8×10⁵ nm s⁻¹, and F = 1.617×10⁻⁵ nm⁻² s⁻¹. The uptake in 60 s is 9.7×10⁻⁴ nm⁻². This is almost five times the amount c_a g = 2.0×10⁻⁴ nm⁻² that the layer would hold at uniform concentration c_a, so a closed lid without fresh air could not sustain the flux. Equation (11) gives

C(0,60 s) = 2 × 1.617×10⁻⁵ × √(60/(30π)) = 2.58×10⁻⁵ nm⁻³,

or about 2.6×10¹⁶ cm⁻³. The diffusion length √(Dt) is 42 nm. The concentration falls to half its surface value at 30 nm, and to 1.3×10⁻⁶ nm⁻³ at 100 nm.

The law was tested against a finite-volume solution of (3) in a 300 nm film with a sealed substrate. Both gave 2.58×10⁻⁵ nm⁻³ at 60 s and 1.29×10⁻⁵ nm⁻³ at 15 s: a quarter of the time gives half the concentration. With D reduced fourfold at fixed F and t = 60 s, both gave 5.16×10⁻⁵ nm⁻³, twice the original value.

**8. When the amine evaporates again**

The constant flux in (15) assumes negligible amine in the air touching the resist. Let K be the equilibrium ratio of resist concentration to air concentration. The air at the surface then has concentration C(0,t)/K, and the net flux is

J(0,t) = h[c_a − C(0,t)/K] = F − v C(0,t), v = h/K. (16)

For weak return, insert the unperturbed law (11) into the returned flux and use (14). The reduction of the surface concentration is

ΔC = ∫₀^t v · 2F √(s/(πD))/√(πD(t−s)) ds
= [2vF/(πD)] ∫₀^t √(s/(t−s)) ds.

Set s = t sin²θ. The square root becomes tan θ and ds = 2t sin θ cos θ dθ, so the integral is 2t ∫₀^(π/2) sin²θ dθ = πt/2. Thus ΔC = vFt/D. Dividing by (11),

ΔC/C(0,t) = (v/2) √(πt/D). (17)

The constant-flux law requires this number to be small. Since it grows with time, the law eventually fails for any finite K.

To estimate K, take the resist as a long-chain polymer that mixes with the amine without heat. In the Flory–Huggins model the dilute amine's activity is then e times its volume fraction, where e = 2.718. The activity is also the air concentration divided by the saturated-vapour density n_v, and the volume fraction is C/n_l, with n_l the density of the liquid amine. Equating the two expressions gives

K = n_l/(e n_v). (18)

A rough vapour pressure of 0.005 Torr gives n_v = 0.02021 × 0.005/760 = 1.33×10⁻⁷ nm⁻³. With n_l = 4.5 nm⁻³, K = 1.2×10⁷ and v = 0.064 nm s⁻¹. Equation (17) predicts an 8.1% loss relative to the constant-flux value, and the numerical solution with (16) gives 7.5%. The first-order estimate is larger because it computes the return from the unreduced concentration.

A volatile amine behaves differently. As an example, take a vapour pressure of 10 Torr and n_l = 6.2 nm⁻³, with F, D and the bake unchanged. Then K = 8.6×10³ and v = 93 nm s⁻¹, so (17) is far above 1 and cannot be used. To treat this limit, suppose the surface concentration is nearly constant at C_s. Equation (3) with a fixed surface value has the same form as the flux problem of Section 3, so C = C_s erfc(η). Its surface flux is C_s √(D/(πt)). Equating this to (16),

F − vC_s = C_s √(D/(πt)). (19)

When v√(πt/D) ≫ 1, the right side is negligible beside vC_s, and C_s approaches F/v = K c_a. This equilibrium value is 1.73×10⁻⁷ nm⁻³. The numerical solution lies 0.4% below it, as expected from the small right side of (19). The constant-flux law is too high by a factor of about 150. A known concentration in the air therefore does not by itself justify a constant net flux.

**9. Exposed resist: removal by acid**

In exposed resist the amine meets photogenerated acid. Let the acid density be a = 0.03 nm⁻³ and let every approach within R = 0.5 nm cause neutralisation. Around one fixed acid the steady amine concentration is C(1 − R/r), where r is the distance from the acid and C the concentration far away. This satisfies the steady diffusion equation, vanishes at r = R, and has gradient C/R there. The inflow is 4πR² D C/R = 4πDRC. Multiplying by a gives a loss rate kC per volume, with

k = 4πDRa = 4π × 30 × 0.5 × 0.03 = 5.7 s⁻¹. (20)

Since kt is about 340, the profile has time to become steady. It then obeys D d²C/dx² = kC, whose decaying solution is C = C_s exp(−x√(k/D)). Its surface flux is D C_s √(k/D) = C_s √(kD). Setting this equal to F,

C_s = F/√(kD) = 1.24×10⁻⁶ nm⁻³. (21)

The numerical solution with the same loss rate also gives 1.24×10⁻⁶ nm⁻³, about 5% of the nonreacting value. At the surface about 1.4% of the acid is consumed in the bake, which supports treating a as constant.

This reduction is an estimate. The decay length √(D/k) is 2.3 nm, comparable with the mean acid spacing a^(−1/3) = 3.2 nm, so a smooth loss rate is only marginally justified. Slower reaction would leave more free amine, while mobile acid would meet it more often. Equation (11) describes unexposed resist that does not bind the amine; in exposed resist it gives neither the free amine nor the distribution of neutralised acid.

**10. Film thickness and start-up of the air layer**

A sealed substrate at x = L reflects the amine. Extended symmetrically to x < 0, the half-space solution is that of a plane source of strength 2F at x = 0. Adding equal sources at x = ±2L, ±4L and so on makes the concentration symmetric about both x = 0 and x = L, so the substrate flux vanishes. The nearest pair adds 2C(2L,t) to the surface value. By (12), the fractional increase is

2√π ierfc(L/√(Dt)). (22)

At 60 s, L/√(Dt) = 7.1. Because ierfc(u) < exp(−u²)/√π, the increase is below 2 exp(−50), which is negligible. It reaches 1% after about 960 s, and the film solution confirms this value.

The air layer also needs time to reach its linear profile. Let z be the height above the resist. If the air initially has concentration c_a throughout, its excess over the steady profile is q₀ = c_a(1 − z/g). The excess q(z,t) obeys the diffusion equation and vanishes at both ends of the layer and at late times. Define W(z) = ∫₀^∞ q dt. Integrating the diffusion equation over time,

D_a W″ = −q₀ = −c_a(1 − z/g), W(0) = W(g) = 0.

One integration gives W′(z) = W′(0) − (c_a/D_a)(z − z²/(2g)). Integrating again from 0 to g, and using both end values, gives

0 = g W′(0) − (c_a/D_a)(g²/2 − g²/6).

Hence W′(0) = c_a g/(3D_a). The extra dose is

M = D_a W′(0) = c_a g/3 = F g²/(3D_a), (23)

where the last step uses (15). If this dose arrives early in the bake, (14) gives an extra surface concentration M/√(πDt). Divided by (11), this is

g²/(6D_a t) = 1/(6 × 0.08 × 60) = 3.5%. (24)

A sum over the diffusion modes of the air layer, which follows the release in time, also gives 3.5%. With this initial state the correction raises the surface value, whereas re-evaporation lowers it. If the layer instead starts free of amine, q₀ = −c_a z/g, the same steps give M = −c_a g/6, and the surface value is lowered by a little under 2%. Either correction scales roughly as 1/t; the first is about 14% at 15 s.

**11. Reading the result for a real bake**

The amine concentration in the air, the air layer and the diffusivity all differ between tools and resists. F is proportional to the first and inversely proportional to the second. A tenfold error in D at fixed F changes (11) by √10, about 3.2. If D follows an Arrhenius law with a rough activation energy of 1 eV, a bake 1 K hotter lowers the surface value by about 4% at fixed F. The amine's volume fraction at the surface is about 6×10⁻⁶, so the model is far from appreciable swelling by amine.

For this low-volatility amine in a 300 nm unexposed film baked for 60 s, the estimated corrections from re-evaporation and air-layer start-up are below 10% each. The first figure rests on athermal mixing and on the rough vapour pressure. A Flory–Huggins interaction parameter χ divides K by e^χ, and χ = 1 raises the loss to about 18%; twice the vapour pressure raises it to about 14%. The half-space law also needs L well above √(Dt): with the same D and bake, (22) gives an excess of 1% for a 75 nm film and about 10% for a 50 nm film. Two assumptions can fail much more strongly in practice: retention of the amine, which changes the result 150-fold in the volatile example, and absence of acid, which changes the free surface amine about 20-fold. Amine absorbed before the bake would also violate the clean initial condition. The numerical output lists the inputs and results.

Calculated quantities

```
Bake temperature: 363.1 K
Bake time: 60 s
Film thickness: 300 nm
Amine diffusivity in resist D: 30 nm^2/s
Amine mole fraction in air: 1 ppb
Amine diffusivity in air: 0.08 cm^2/s
Still-air layer: 1 cm
Air number density: 0.02021 nm^-3
Amine density in air: 2.021e-11 nm^-3
Gas transfer speed h: 8e+05 nm/s
Flux F: 1.617e-05 nm^-2 s^-1
Flux F, converted: 1.617e+09 cm^-2 s^-1
Uptake in bake: 0.00097 nm^-2
Diffusion length sqrt(Dt): 42.43 nm
Surface concentration, law: 2.58e-05 nm^-3
Surface concentration, solver: 2.58e-05 nm^-3
Surface concentration, converted: 2.58e+16 cm^-3
Law at 15 s: 1.29e-05 nm^-3
Solver at 15 s: 1.29e-05 nm^-3
Law at 60 s with D/4: 5.16e-05 nm^-3
Solver at 60 s with D/4: 5.16e-05 nm^-3
Surface rate at 60 s, solver: 2.15e-07 nm^-3 s^-1
Depth of half surface value: 29.68 nm
Concentration at 25 nm: 1.453e-05 nm^-3
Concentration at 50 nm: 7.327e-06 nm^-3
Concentration at 100 nm: 1.282e-06 nm^-3
Low-volatility amine vapour pressure: 0.005 Torr
Low-volatility amine liquid density: 4.5 nm^-3
Low-volatility amine partition ratio K: 1.245e+07
Return speed v = h/K: 0.06425 nm/s
Re-evaporation loss, first order: 8.053 %
Re-evaporation loss, solver: 7.534 %
Volatile amine vapour pressure: 10 Torr
Volatile amine liquid density: 6.2 nm^-3
Volatile amine partition ratio K: 8578
Volatile amine equilibrium value: 1.733e-07 nm^-3
Volatile amine surface value, solver: 1.726e-07 nm^-3
Law / solver for volatile amine: 149.5
Acid in exposed resist: 0.03 nm^-3
Acid-amine capture radius: 0.5 nm
Neutralisation rate k: 5.655 s^-1
Surface amine with acid, formula: 1.241e-06 nm^-3
Surface amine with acid, solver: 1.244e-06 nm^-3
With acid / without acid, solver: 0.04821
Surface acid used in bake: 1.407 %
Time for 1% finite-film excess: 958.8 s
Finite-film excess then, solver: 1 %
Air-layer start-up excess, estimate: 3.472 %
Air-layer start-up excess, mode sum: 3.497 %
Activation energy of D: 1 eV
Surface value change for +1 K: -4.293 %
Amine volume fraction at surface: 5.733e-06
```
